\section*{Relaxation of surface solute depletion after parabolic selective oxidation stops}

An alloy fills the half-space $x>0$ and contains a solute at uniform mole fraction $c_0$. From time $t=0$ a protective oxide grows on its surface and takes up the solute only. The oxide thickness follows the parabolic law $X^2=2k_pt$. At time $t_1$ the uptake stops abruptly, because the oxygen supply is cut, while the temperature is held. The problem is to find how the solute content of the alloy surface recovers.

The model assumes a constant interdiffusivity $D$, a constant number $n$ of atoms per volume of alloy, and a surface that stays at $x=0$. After $t_1$ the oxide neither dissolves nor loses solute by evaporation. Time is counted throughout from the start of oxidation. The relations hold in any consistent units, atomic units included.

\section*{(a) The boundary condition}

Let $c(x,t)$ be the solute mole fraction and $u=c_0-c$ the depletion. Write the diffusion problem for $u$, with the surface flux fixed by the growth of the oxide.

\textbf{Solution.} Since $c_0$ and $D$ are constant, $c_t=Dc_{xx}$ becomes
\begin{equation}
u_t=D\,u_{xx},\qquad u(x,0)=0,\qquad u\to0\ \text{ for } x\to\infty .
\end{equation}
The solute flux in the $+x$ direction, divided by $n$, is $-Dc_x=+Du_x$. The flux that leaves the alloy runs in the $-x$ direction and is therefore $j=-Du_x(0,t)$. It is positive, because the depletion decreases inward.

If the oxide holds $n_{\rm ox}$ solute atoms per volume, it takes up $n_{\rm ox}\,dX/dt$ atoms per area and time. From $X=\sqrt{2k_pt}$ we have $dX/dt=\sqrt{k_p/(2t)}$, so that
\begin{equation}
-Du_x(0,t)=j(t)=
\begin{cases}
K/\sqrt t, & 0<t<t_1,\\
0, & t>t_1,
\end{cases}
\qquad K=\frac{n_{\rm ox}}{n}\sqrt{\frac{k_p}{2}} .
\label{flux}
\end{equation}
The flux diverges at $t=0$, but the amount removed, $\int_0^t j\,ds=2K\sqrt t$, is finite.

\section*{(b) Response to an arbitrary flux history}

Find the depletion caused by removing a unit amount of solute at the surface at one instant. Then construct $u$ for any $j(t)$.

\textbf{Solution.} Consider
\begin{equation}
G(x,t)=\frac{1}{\sqrt{\pi Dt}}\,e^{-x^2/(4Dt)} .
\end{equation}
Its derivatives are
\begin{align}
G_t&=\left(-\frac1{2t}+\frac{x^2}{4Dt^2}\right)G,\\
G_x&=-\frac{x}{2Dt}\,G,\qquad
G_{xx}=\left(-\frac1{2Dt}+\frac{x^2}{4D^2t^2}\right)G ,
\end{align}
so $G_t=DG_{xx}$. The slope at $x=0$ vanishes, which means that nothing crosses the surface after the removal. With $x=2\sqrt{Dt}\,y$ the area is
\begin{equation}
\int_0^\infty G\,dx=\frac{2}{\sqrt\pi}\int_0^\infty e^{-y^2}dy=1 .
\end{equation}
For $t\to0$ this unit area contracts onto the surface, so $G$ is the required response. Its prefactor is twice that of a source in an infinite body, because all the depletion must spread to one side.

The problem is linear, so the removals $j(s)\,ds$ add up:
\begin{equation}
u(x,t)=\int_0^t j(s)\,G(x,t-s)\,ds .
\label{sup}
\end{equation}
At $x>0$ this obeys the diffusion equation, since the newest contribution $j(t)G(x,0^+)$ vanishes there. It also has the right flux. The total depletion is $\int_0^\infty u\,dx=\int_0^tj\,ds$, with time derivative $j(t)$. Integrating $u_t=Du_{xx}$ over $x$ gives the same derivative as $-Du_x(0,t)$. The two must agree, which is the boundary condition.

The solution is unique among those that decay at infinity. The difference $w$ of two solutions has zero initial value and zero surface flux, so
\begin{equation}
\frac{d}{dt}\int_0^\infty\frac{w^2}{2}\,dx=D\int_0^\infty w\,w_{xx}\,dx=-D\int_0^\infty w_x^2\,dx\le0 ,
\end{equation}
and $w$ remains zero.

\section*{(c) The growth stage}

Show that the surface depletion is constant while the oxide grows, and find the depth profile.

\textbf{Solution.} At $x=0$ and $t\le t_1$, equation (\ref{sup}) gives
\begin{equation}
u(0,t)=\frac{K}{\sqrt{\pi D}}\int_0^t\frac{ds}{\sqrt{s(t-s)}} .
\end{equation}
Put $s=t\sin^2\theta$. Then $ds=2t\sin\theta\cos\theta\,d\theta$ and $\sqrt{s(t-s)}=t\sin\theta\cos\theta$, so the integrand becomes $2\,d\theta$. The limits are $0$ and $\pi/2$, and the integral equals $\pi$ for every $t$. Hence
\begin{equation}
u(0,t)=\Delta_0=K\sqrt{\frac{\pi}{D}}=\frac{n_{\rm ox}}{n}\sqrt{\frac{\pi k_p}{2D}},
\qquad j=\Delta_0\sqrt{\frac{D}{\pi t}} .
\label{delta}
\end{equation}
The demand of the oxide falls as $t^{-1/2}$, and so does the supply by diffusion to a surface of fixed composition. The model requires $\Delta_0<c_0$; otherwise the alloy cannot feed the assumed growth.

The profile is $u=\Delta_0\,{\rm erfc}(\eta)$ with $\eta=x/(2\sqrt{Dt})$. For a function $f(\eta)$ the diffusion equation reads $f''+2\eta f'=0$, which ${\rm erfc}$ satisfies because ${\rm erfc}'=-(2/\sqrt\pi)e^{-\eta^2}$. Its surface flux is $-Du_x(0,t)=\Delta_0\sqrt{D/(\pi t)}$, in agreement with (\ref{delta}).

\section*{(d) The surface after the stop}

Find $R(t)=u(0,t)/\Delta_0$ for $t\ge t_1$, and its behaviour just after the stop and at late times.

\textbf{Solution.} The flux now contributes only up to $s=t_1$. With $j$ from (\ref{delta}),
\begin{equation}
R(t)=\frac1\pi\int_0^{t_1}\frac{ds}{\sqrt{s(t-s)}} .
\end{equation}
The substitution of part (c) again turns the integrand into $2\,d\theta$, but the upper limit is set by $t_1=t\sin^2\theta_1$. Therefore
\begin{equation}
\boxed{R(t)=\frac{2}{\pi}\,\theta_1=\frac2\pi\arcsin\sqrt{\frac{t_1}{t}}},\qquad t\ge t_1 .
\label{law}
\end{equation}
At $t=t_1$ this equals one, so the surface composition is continuous although the flux jumps. Neither $D$ nor $k_p$ appears: $t_1$ is the only time scale in a half-space.

For the early behaviour, use $\tan\theta_1=\sqrt{t_1/(t-t_1)}$. The tangent of the complementary angle $\pi/2-\theta_1$ is the reciprocal, $\sqrt{(t-t_1)/t_1}$, so
\begin{equation}
R=1-\frac2\pi\arctan\sqrt{\frac{t-t_1}{t_1}}
\simeq1-\frac2\pi\sqrt{\frac{t-t_1}{t_1}} .
\end{equation}
The recovery starts with infinite slope, because the profile still has a finite gradient at the surface when the flux is cut. At late times $\arcsin z=z+z^3/6+\dots$ gives
\begin{equation}
R\simeq\frac2\pi\sqrt{\frac{t_1}{t}}\left(1+\frac{t_1}{6t}\right).
\label{late}
\end{equation}
The time at which a fraction $f$ of the depletion remains is $t=t_1/\sin^2(\pi f/2)$. One half remains at $2t_1$ and one third at $4t_1$.

\section*{(e) Where the missing solute is}

Find the depth profile after the stop and the total depletion. Does the recovery of the surface restore the alloy?

\textbf{Solution.} At depth $x$ the integrand carries the extra factor $\exp[-x^2/(4D(t-s))]$, where $t-s=t\cos^2\theta$. Thus
\begin{equation}
u(x,t)=\frac{2\Delta_0}{\pi}\int_0^{\theta_1}
\exp\left[-\frac{x^2}{4Dt\cos^2\theta}\right]d\theta .
\end{equation}
Since each unit removal keeps unit area, the total depletion after the stop is
\begin{equation}
M=\int_0^\infty u\,dx=2K\sqrt{t_1}=2\Delta_0\sqrt{\frac{Dt_1}{\pi}} ,
\label{area}
\end{equation}
independent of $t$. The surface recovers by drawing solute from the interior, and the alloy regains none of what the oxide took. At depths $x>\sqrt{2Dt}$ the depletion is still increasing: there the bracket in $G_t$, taken at the elapsed time $t-s$, is positive for every $s$.

The leading term of (\ref{late}) also follows from $M$. Long after the stop the removals look simultaneous, and $u(0,t)\simeq M/\sqrt{\pi Dt}=(2/\pi)\Delta_0\sqrt{t_1/t}$.

\section*{(f) Changing the flux history or the diffusivity}

Find what replaces (\ref{law}) if (i) the flux before the stop is constant in time; (ii) the diffusivity changes from $D$ to $rD$ at $t_1$; (iii) a fraction $\varepsilon$ of the parabolic flux persists after $t_1$.

\textbf{Solution.} (i) With $j=j_0$ up to $t_1$,
\begin{equation}
u(0,t)=\frac{j_0}{\sqrt{\pi D}}\int_0^{t_1}\frac{ds}{\sqrt{t-s}}
=\frac{2j_0}{\sqrt{\pi D}}\left(\sqrt t-\sqrt{t-t_1}\right).
\end{equation}
Relative to its value at $t_1$ this is $\sqrt{t/t_1}-\sqrt{t/t_1-1}$. At $4t_1$ it gives $2-\sqrt3=0.268$ instead of $1/3$. The arcsine thus belongs to parabolic uptake and not to every stopped reaction.

(ii) After the stop the surface is closed, and $D$ enters only through the product of diffusivity and elapsed time. A time $t-t_1$ at $rD$ acts like a time $r(t-t_1)$ at $D$. In (\ref{law}), $t$ is replaced by
\begin{equation}
t_{\rm eff}=t_1+r(t-t_1).
\label{teff}
\end{equation}
If the reaction is stopped by rapid cooling, $r$ is nearly zero and the depletion is frozen in.

(iii) The flux is the sum of $(1-\varepsilon)$ times the stopped history and $\varepsilon$ times the uninterrupted one. The latter keeps the surface depletion at $\Delta_0$. By linearity
\begin{equation}
\frac{u(0,t)}{\Delta_0}=(1-\varepsilon)R(t)+\varepsilon .
\label{leak}
\end{equation}
The surface then recovers only down to a depletion $\varepsilon\Delta_0$.

\section*{(g) Chromia on a cobalt alloy}

A cobalt alloy with chromium mole fraction $c_0=0.30$ forms chromia at 1300 K for $t_1=100$ h and is then annealed without oxygen at the same temperature. Take the rough values $D=3\times10^{-12}$ cm$^2$/s, $k_p=1\times10^{-13}$ cm$^2$/s, $n_{\rm ox}=41$ nm$^{-3}$ and $n=88$ nm$^{-3}$. Find the surface composition and the anneal needed for 90\,\% recovery.

\textbf{Solution.} With $t_1=3.6\times10^5$ s, the oxide thickness is $X=\sqrt{2k_pt_1}=2683$ nm and the diffusion length is $\sqrt{Dt_1}=10392$ nm. Equation (\ref{delta}) gives
\begin{equation}
\Delta_0=\frac{41}{88}\sqrt{\frac{\pi\times10^{-13}}{2\times3\times10^{-12}}}=0.107 ,
\end{equation}
so the surface holds a chromium fraction of 0.193 during growth. Afterwards $c(0,t)=c_0-\Delta_0R(t)$:

\begin{center}
\begin{tabular}{cccc}
$t/t_1$ & $t$ (h) & $R$ & surface Cr fraction\\
\hline
1.0 & 100 & 1.000 & 0.193\\
1.1 & 110 & 0.805 & 0.214\\
2.0 & 200 & 0.500 & 0.247\\
4.0 & 400 & 0.333 & 0.264\\
10.0 & 1000 & 0.205 & 0.278\\
40.9 & 4086 & 0.100 & 0.289
\end{tabular}
\end{center}

The first 10 h of annealing remove a fifth of the surface depletion. Ninety per cent recovery takes $t=t_1/\sin^2(\pi/20)$, which means about 4000 h of annealing after the stop. At $4t_1$ the missing chromium at the surface is $n\Delta_0R=3.13$ nm$^{-3}$, or 0.00313 \AA$^{-3}$.

\section*{(h) Recession of the alloy surface}

The oxide consumes metal, so the alloy surface recedes. Assume that no solvent is lost and that $n$ stays constant. Find how recession changes the depletion during growth and the relaxation afterwards, at the same $D$ and $k_p$.

\textbf{Solution.} Let $z$ be a coordinate fixed in the deep alloy, with the surface at $z=s(t)$. The removed atoms are all solute, so $n\,s=n_{\rm ox}X$, and $s=1250$ nm at $t_1$. Write $s=2\gamma\sqrt{Dt}$; then $\gamma=1250/(2\times10392)=0.060$. Since $s=2K\sqrt t$, also $\gamma=K/\sqrt D=\Delta_0/\sqrt\pi$.

Try $u=A\,{\rm erfc}[z/(2\sqrt{Dt})]$ for $z>s$. The oxide takes $n\,ds/dt$ solute atoms per area and time. The swept alloy itself supplies $n\,c_s\,ds/dt$, where $c_s$ is the surface mole fraction, and diffusion must supply the rest:
\begin{equation}
-Du_z(s,t)=(1-c_s)\frac{ds}{dt} .
\end{equation}
The left side is $A\sqrt{D/(\pi t)}\,e^{-\gamma^2}$ and $ds/dt=\gamma\sqrt{D/t}$. With $g=\sqrt\pi\,\gamma e^{\gamma^2}$ and $c_s=c_0-A\,{\rm erfc}\,\gamma$, this reads $A=g(1-c_0+A\,{\rm erfc}\,\gamma)$. Solving for $A$ gives the surface depletion
\begin{equation}
\Delta_{\rm rec}=A\,{\rm erfc}\,\gamma=\frac{(1-c_0)\,g\,{\rm erfc}\,\gamma}{1-g\,{\rm erfc}\,\gamma}
\simeq(1-c_0)\Delta_0 .
\end{equation}
The last form is the leading order in $\gamma$. The full expression gives 0.078 instead of 0.107, a reduction by 27\,\%. The factor $1-c_0=0.70$ alone would give 30\,\%, because the consumed alloy brings its own chromium; the higher orders in $\gamma$ offset a small part of this.

After the stop the surface is at rest. Let $y$ be the distance from it. Each element of the profile spreads as before a closed surface, and its contribution at $y=0$ is weighted by $G(y,t-t_1)$. The depletion relative to $\Delta_{\rm rec}$ is
\begin{equation}
R_\gamma(t)=\frac1{{\rm erfc}\,\gamma}\int_0^\infty
{\rm erfc}\left(\gamma+\frac{y}{2\sqrt{Dt_1}}\right)G(y,t-t_1)\,dy .
\end{equation}
Numerical quadrature gives 0.486 at $2t_1$, 0.322 at $4t_1$ and 0.096 at $40.9t_1$, against 0.500, 0.333 and 0.100 without recession. At these times the normalized law shifts by 3 to 4\,\% of its value, and just after the stop by less, while its amplitude shifts by 27\,\%. At $4t_1$ the surface chromium fraction becomes $0.30-0.0776\times0.322=0.275$ instead of 0.264.

\section*{(i) Other limits of the model}

Estimate, for the same alloy, the effects of a cooler anneal, residual oxidation, composition-dependent diffusion and finite thickness. Judge the model against a real component.

\textbf{Solution.} The first three effects are compared at $4t_1$, where (\ref{law}) gives 0.333, and each is taken alone, without recession.

\emph{Cooler anneal.} With a rough activation energy of 2.9 eV, an anneal at 1250 K has
\begin{equation}
r=\exp\left[-\frac{2.9\ {\rm eV}}{k_B}\left(\frac1{1250\ {\rm K}}-\frac1{1300\ {\rm K}}\right)\right]=0.355 .
\end{equation}
Equation (\ref{teff}) gives $t_{\rm eff}=(1+3\times0.355)\,t_1=2.07\,t_1$, and the remaining fraction rises to 0.490.

\emph{Residual oxidation.} If 5\,\% of the parabolic flux persists, (\ref{leak}) gives $0.95\times0.333+0.05=0.367$.

\emph{Composition-dependent diffusion.} Let the diffusivity be $D(1+\beta u/\Delta_0)$, with the imposed flux unchanged. An implicit finite-volume solution gives surface depletions at $4t_1$, relative to those at $t_1$, of 0.310 for $\beta=-0.3$ and 0.347 for $\beta=+0.3$. Doubling the number of time steps changes the latter by $3\times10^{-5}$. The reference values differ: the depletion at $t_1$ is $1.13\,\Delta_0$ for $\beta=-0.3$ and $0.92\,\Delta_0$ for $\beta=+0.3$, so the absolute depletions at $4t_1$ are $0.35\,\Delta_0$ and $0.32\,\Delta_0$, in the reverse order.

\emph{Finite thickness.} A sheet of thickness $H=10^6$ nm, oxidized on both faces, loses $2M$ per area. By (\ref{area}) its mean depletion is permanently
\begin{equation}
\frac{2M}{H}=\frac{4\Delta_0}{H}\sqrt{\frac{Dt_1}{\pi}}=0.023\,\Delta_0 .
\end{equation}
The half-space law would fall to this value at about 74000 h and below it afterwards. At that time it is already about 8\,\% below the surface depletion of the sheet, so it must be given up earlier. At 90\,\% recovery the diffusion length $\sqrt{Dt}$ is $10392\sqrt{40.9}\approx66000$ nm, still small compared with $H$.

\emph{The real case.} The parameters are rough values for a chromia-forming cobalt alloy, not data for a particular grade. Since $\Delta_0\propto\sqrt{k_p/D}$, an error of a factor two in $k_p/D$ changes the amplitude by a factor 1.4 but, for a fixed surface, leaves (\ref{law}) untouched. The margin is limited: at the same $D$ the surface chromium fraction falls to zero at $k_p\approx8\times10^{-13}$ cm$^2$/s for a fixed surface and at about $1.2\times10^{-12}$ cm$^2$/s with recession, and beyond that the model fails. A real component breaks the assumption of a fixed surface, which lowers the amplitude here by 27\,\%. It may also break the assumption of a constant temperature, and a drop of 50 K raises the remaining fraction at $4t_1$ from 0.333 to 0.490. Grain boundaries can supply chromium faster than the grains and make the depletion uneven along the surface; that effect is not estimated here. The rule that 90\,\% surface recovery needs an anneal of about $40\,t_1$ assumes parabolic growth, a clean stop, an inert oxide, an unchanged temperature, a constant diffusivity, a fixed surface and a section much thicker than $\sqrt{Dt}$. For the present alloy, recession alone shortens the anneal to about $37\,t_1$. The composition-dependent diffusivities above, taken without recession, give about $32\,t_1$ for $\beta=-0.3$ and $46\,t_1$ for $\beta=+0.3$. Temperature and residual oxidation matter more. By (\ref{teff}), the anneal at 1250 K must last about $112\,t_1$. By (\ref{leak}), a residual flux of 5\,\% lengthens the anneal to about $146\,t_1$, and with 10\,\% the recovery never reaches 90\,\%. For a real component the rule therefore gives only the order of magnitude, and only if the oxidation really stops.

Numerical values quoted here were computed with a short program.
